# Black hydrogen need not be metallic hydrogen

Take a perfect crystal at zero temperature. Its electrons fill the valence band, and the conduction band begins 1.2 eV higher. A photon of 2.2 eV can lift an electron across this gap and be absorbed. A photon of 0.5 eV cannot. Nor can a weak steady field produce a steady current: it shifts all wavevectors alike, which leaves a full band full, and the velocities in a full band sum to zero because each is the slope of a periodic energy. Visible photons carry about 1.65 to 3.10 eV, so every one of them exceeds the gap. If the crystal is thick enough and its surface reflects little, it is black, and it is an insulator.

The opposite belief is that hydrogen which turns black under pressure has become a metal. It has a reasonable basis. Compression tends to narrow the gap of molecular hydrogen, a transparent sample darkens as this happens, and a closed gap would permit conduction. Metals also absorb visible light strongly. But blackness shows only that absorption covers the visible range. For that absorption must already be strong at the red end of this range for the given thickness; the gap need not be zero.

## How strongly an open gap absorbs

I use Gaussian units and fields varying as $e^{-i\omega t}$, with $E=\hbar\omega$. The model has parabolic bands with a direct gap $E_g$ and reduced mass $m_r$, so a vertical transition costs $E_g+\hbar^2k^2/2m_r$. The momentum matrix element $P$ along the field is taken as constant.

A field $F\cos\omega t$ has a vector potential of amplitude $cF/\omega$. The coupling $(e/mc)\mathbf A\cdot\mathbf p$ then has an absorbing part of magnitude $eFP/2m\omega$. The golden rule gives the absorbed power per volume,

$$
W=\hbar\omega\,\frac{2\pi}{\hbar}\left(\frac{eFP}{2m\omega}\right)^2J
=\frac{\pi e^2F^2P^2}{2m^2\omega}J .
$$

Here $J$ is the number of transitions per volume and energy, with a factor 2 for spin:

$$
J=2\int\!\frac{d^3k}{(2\pi)^3}\,\delta\!\left(E_g+\frac{\hbar^2k^2}{2m_r}-E\right)
=\frac{1}{\pi^2}\frac{k^2}{\hbar^2k/m_r}
=\frac{1}{2\pi^2}\left(\frac{2m_r}{\hbar^2}\right)^{3/2}\!\sqrt{E-E_g}.
$$

The last step used $k=\sqrt{2m_r(E-E_g)}/\hbar$. In terms of the dielectric function $\varepsilon_1+i\varepsilon_2$, the power is also $W=\sigma_1F^2/2$ with $\sigma_1=\omega\varepsilon_2/4\pi$. Equating the two gives $\varepsilon_2=4\pi^2e^2P^2J/m^2\omega^2$. With $E_p=2P^2/m$ this becomes

$$
\varepsilon_2=\frac{A\sqrt{E-E_g}}{E^2}\quad(E>E_g),\qquad
A=e^2\frac{\hbar^2}{m}E_p\left(\frac{2m_r}{\hbar^2}\right)^{3/2},
$$

and $\varepsilon_2=0$ below the gap.

Causality fixes the accompanying real part. Let $\varepsilon_b$ be the constant contribution of higher transitions. The Kramers–Kronig relation reads

$$
\varepsilon_1-\varepsilon_b=\frac{2A}{\pi}\,\mathrm P\!\!\int_{E_g}^{\infty}\frac{\sqrt{x-E_g}}{x(x^2-E^2)}\,dx .
$$

Split the fraction as

$$
\frac1{x(x^2-E^2)}=\frac1{E^2}\left[-\frac1x+\frac{1}{2(x+E)}+\frac1{2(x-E)}\right].
$$

Substituting $x=E_g+y^2$, each term has the form

$$
\int\frac{2y^2\,dy}{y^2+E_g+b}=2Y-\pi\sqrt{E_g+b},
$$

where $Y$ is a large upper limit and $b=0,\,E,\,-E$. The $2Y$ pieces cancel because the three coefficients sum to zero. For $b=-E$ and $E>E_g$, the principal value leaves no square-root term. Above the gap, therefore,

$$
\varepsilon_1=\varepsilon_b+\frac{A}{E^2}\left[2\sqrt{E_g}-\sqrt{E_g+E}\right].
$$

Below the gap, $-\sqrt{E_g-E}$ is added inside the bracket. Expanding both roots to second order in $E$ then gives the finite static value $\varepsilon_b+A/4E_g^{3/2}$.

## From absorption to blackness

Write $\sqrt{\varepsilon}=N=n+i\kappa$. A wave $e^{iN\omega x/c}$ loses intensity as $e^{-\alpha x}$, with $\alpha=2\omega\kappa/c=\omega\varepsilon_2/nc$, since $\varepsilon_2=2n\kappa$.

Place a slab of thickness $d$ between diamonds of index $n_0$. The entry and exit amplitudes are $2n_0/(n_0+N)$ and $2N/(n_0+N)$. Their product is $1-r^2$, where $r=(n_0-N)/(n_0+N)$. With $p=e^{iN\omega d/c}$ for one crossing, each internal round trip multiplies the wave by $r^2p^2$. Summing the geometric series gives

$$
t=\frac{(1-r^2)p}{1-r^2p^2},\qquad
r_{\rm slab}=r-\frac{r(1-r^2)p^2}{1-r^2p^2}=\frac{r(1-p^2)}{1-r^2p^2}.
$$

The transmitted and reflected fractions are $T=|t|^2$ and $R=|r_{\rm slab}|^2$. I call the slab black if $T<1\%$ and $R<10\%$ throughout the visible.

Choose $E_g=1.2$ eV, $E_p=4$ eV, $m_r=0.25m$, $\varepsilon_b=6$, $n_0=2.4$ and $d=2$ µm. With $e^2=14.40$ eV Å and $\hbar^2/m=7.62$ eV Å²,

$$
A=14.40\times7.62\times4\times\left(\frac{0.5}{7.62}\right)^{3/2}\approx7.38\ \mathrm{eV}^{3/2}.
$$

At 2.2 eV the photon is 1.0 eV above the gap, so $\varepsilon_2=7.38/2.2^2=1.52$, while $\varepsilon_1=6.53$. These give $\alpha=6.6\times10^4$ cm$^{-1}$. Over $2\times10^{-4}$ cm the exponent is $\alpha d=13.2$, and $T=1.8\times10^{-6}$.

Across the visible, $T$ stays below $1.5\times10^{-5}$ and $R$ below 0.9%. The slab is black with its gap open. At 0.5 eV it transmits 98%.

Blackness also depends on thickness. The same material 0.1 µm thick transmits 52% at 2.2 eV, although its electronic state is unchanged.

Now vary the gap, holding $E_p$, the masses, $\varepsilon_b$ and $d$ fixed. The largest visible transmission is $3\times10^{-8}$ for a gap of 0.3 eV, $4\times10^{-7}$ for 0.9 eV and $2\times10^{-3}$ for 1.5 eV. It reaches 1% at 1.57 eV, a threshold that belongs to sharp bands without electron–hole attraction. Thus gaps differing by more than 1 eV all pass the visual test. A gap of 2.2 eV fails it, because with sharp bands red light passes almost completely. Fixed masses are a convenience: in two-band theory the masses shrink with the gap. For the isotropic two-band model described below, with $E_p=4$ eV and $\varepsilon_1=7$, the largest visible transmission is $4\times10^{-4}$ for a gap of 0.3 eV, $1\times10^{-3}$ for 1.2 eV and about 1% for 1.5 eV.

## What the battery sees

At finite temperature a few electrons cross the gap. When the chemical potential $\zeta$ lies many $k_BT$ from both band edges, Boltzmann factors replace Fermi occupations. For conduction mass $m_c$, with energies measured from the valence edge,

$$
n_e=2e^{-(E_g-\zeta)/k_BT}\!\int\!\frac{d^3k}{(2\pi)^3}e^{-\hbar^2k^2/2m_ck_BT}
=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2}e^{-(E_g-\zeta)/k_BT}.
$$

The hole density has the same form, with valence mass $m_v$ and exponent $-\zeta/k_BT$. Multiplying the two removes $\zeta$. In a pure crystal they are equal, so the square root of the product gives

$$
n_i=2\left(\frac{\sqrt{m_cm_v}\,k_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_g/2k_BT}.
$$

For $m_c=m_v=0.5m$ at 300 K this is $7.4\times10^8$ cm$^{-3}$. Assume that the electron and hole mobilities sum to 20 cm²/Vs, half from each. For these masses, so low a mobility implies a level broadening $\hbar/\tau$ of about 0.23 eV, where $\tau$ is the scattering time. This is well above $k_BT$, so sharp bands with free carriers are only a rough picture, and the conductivities below are illustrations rather than predictions. At 300 K the dc value is

$$
\sigma(0)=(7.4\times10^8)(1.60\times10^{-19})(20)
\approx2.4\times10^{-9}\ \mathrm{S/cm}.
$$

At 200 K, with the mobilities held fixed, it falls to $1.2\times10^{-14}$ S/cm. Yet at 2.2 eV the same material has an optical conductivity $\sigma_1=\omega\varepsilon_2/4\pi$ equal to 450 S/cm. The eye responds to the second number; metallic conduction concerns the first, in the limit of zero temperature.

## A metal can be black too

For free carriers of density $\rho$, $m\dot v=-eF-m\gamma v$ gives $v=-eF/[m(\gamma-i\omega)]$. The current $-e\rho v$ then yields

$$
\sigma=\frac{\omega_p^2}{4\pi(\gamma-i\omega)},\qquad
\varepsilon=\varepsilon_b+\frac{4\pi i\sigma}{\omega}
=\varepsilon_b-\frac{\omega_p^2}{\omega^2+i\gamma\omega},
$$

where $\omega_p^2=4\pi\rho e^2/m$. Take a poor metal with $\hbar\omega_p=5$ eV, $\hbar\gamma=2$ eV and the same $\varepsilon_b$ and thickness. Its visible transmission is below $2\times10^{-8}$ and its reflection at most 8.2%, so it is black as well. Its dc conductivity is about 1700 S/cm. The Fermi wavevector times the mean free path is only 2.5, so free-carrier theory is near its limit here.

A good metal looks different. Let 0.5 electrons per Å³ all move freely, with the same damping but $\varepsilon_b=1$. Then $\hbar\omega_p=26$ eV, and the slab reflects at least 71% of visible light. Blackness thus fails to identify a metal, and strong metallic response can remove the blackness.

Infrared light separates the two black slabs. At 0.5 eV the semiconductor with sharp bands transmits 98%, the poor metal about $10^{-15}$. If the 0.23 eV broadening estimated above is taken as the Lorentzian half-width of each transition, the first figure falls to about 85% if the dipole matrix elements are held fixed, or to about 25% if the current matrix elements are held fixed with a constant scattering time. The second prescription also gives the gapped crystal a dc conductivity of about 43 S/cm, which an insulator does not have, so its 25% is a pessimistic figure rather than a prediction. The contrast remains in both cases. At still lower frequency a metal has $\varepsilon\approx4\pi i\sigma(0)/\omega$, so $N\approx(1+i)s$ with $s=\sqrt{2\pi\sigma(0)/\omega}$. For a metal thick enough to have no back reflection,

$$
1-R=\frac{4n_0s}{(n_0+s)^2+s^2}\approx\frac{2n_0}{s}
=2n_0\sqrt{\frac{\omega}{2\pi\sigma(0)}}\to0 .
$$

The field penetrates deeper as the frequency falls, so a slab of fixed thickness eventually departs from this law: the 2 µm poor metal levels off at about 93% reflection. Each face of a pure semiconductor at zero temperature keeps only a small reflection, set in this model by the finite static dielectric constant.

## The model beside compressed hydrogen

These parameters are rough choices for molecular hydrogen at a few hundred GPa, where samples are micrometres thick; they are not measured values. Several simplifications matter.

- **Electron–hole attraction** strengthens absorption. For hydrogen-like pairs the factor is $x/(1-e^{-x})$, with $x=2\pi\sqrt{E_b/(E-E_g)}$ and an estimated binding energy $E_b=0.06$ eV. It is 2.6 at the red edge and 1.7 at the violet edge. The factor grows toward the gap, so absorption starts as a step, with bound-pair lines just below it. This raises the largest black gap: 1.64 eV then transmits about $10^{-9}$, and with lines of half-width 0.03 eV even a gap of 1.70 eV, above the red edge, is black.
- **Band curvature** changes the absorption. If two bands repel so that $E^2=E_g^2+E_g\hbar^2k^2/m_r$, the density of transitions changes by $(E/E_g)\sqrt{(E+E_g)/2E_g}$. The repulsion also mixes the two band states, which multiplies the squared matrix element by $(E_g/E)^2$ for wavevectors along the light's electric field. In an isotropic two-band model, wavevectors across the field keep the full matrix element, and averaging over directions gives a product of about 2.5 at 3.1 eV, so absorption there is stronger for the same matrix element at the band edge. Applying the reduction to all wavevectors, as a pessimistic estimate, gives 0.52 instead. With $\varepsilon_1$ held fixed and attraction omitted, the largest visible transmission becomes $9\times10^{-4}$, still black.
- **A smaller indirect gap** may control the carriers. With 0.8 eV and the same masses and mobilities, the conductivity at 300 K rises to $5\times10^{-6}$ S/cm. If the indirect gap closes, the bands overlap and the crystal can conduct while its direct gap stays open.
- **Molecular vibrations** are left out. The stretch of a free hydrogen molecule lies at about 0.52 eV, and in the compressed solid it can absorb infrared light. The transmissions at 0.5 eV therefore describe the electronic response alone; a real measurement must look for the window away from vibrational bands.
- **Defects** can dominate transport. Carriers at $10^{18}$ cm$^{-3}$ with mobility 10 cm²/Vs give 1.6 S/cm, yet a free-carrier estimate, stretched beyond its range at so low a mobility, adds only 0.008 to $\alpha d$ at 0.5 eV. Localized carriers may absorb more. One room-temperature resistance is therefore weak evidence.

Stressed diamond may itself absorb blue light, and its outer face reflects 17% at this index, so the sample's own response must be separated from that of the anvil. An infrared window limits the number of free carriers but does not exclude a very dilute metal. The deciding evidence for a metallic state is whether the sample's dc conductivity stays above zero as the temperature approaches zero. Even this does not prove that the gap of pure hydrogen has closed, because a sufficiently dense population of defect carriers can also conduct in that limit.
